# Why (1−T)/T Adds for Two Phase-Incoherent Scatterers in Series, part 2

The problem is to find the resistance of a narrow metal line from the separately computed transmission probabilities of its grain boundaries. Scatterer \(i\) transmits an electron with probability \(T_i\) and reflects it with \(R_i=1-T_i\), from either side; \(t\) and \(r\) denote transmitted and reflected amplitudes for a unit incoming wave. Here \(e\) is the elementary charge, \(m\) the electron mass, \(h\) Planck's constant and \(\hbar=h/2\pi\).

The first half summed the path probabilities of two scatterers, without interference. This gives the incoherent transmission \(T=T_1T_2/(1-R_1R_2)\) and the series law \(\rho=\rho_1+\rho_2\), with \(\rho_i=(1-T_i)/T_i\) and \(\rho=(1-T)/T\) for the pair. If the phase is scrambled in each gap, the two-terminal resistance of one spin-degenerate channel is

\[
\frac1G=\frac{h}{2e^2}\left(1+\sum_i\rho_i\right),
\]

with \(h/2e^2=12.906\ \text{kΩ}\). The 1 belongs to the two contacts and occurs once in the whole structure.

If the pair is coherent, its transmission depends on the phase \(\theta\) of a round trip between the scatterers. With \(q=\sqrt{R_1R_2}\),

\[
T(\theta)=\frac{T_1T_2}{1-R_1R_2}\left[1+2\sum_{p=1}^\infty q^p\cos p\theta\right].
\]

A uniform average of \(T(\theta)\) over \(\theta\) gives the incoherent \(T\). For two scatterers, averaging the coherent transmission over the phase and adding probabilities are therefore equivalent.

The example has \(T_1=0.80\), \(T_2=0.70\), \(R_1=0.20\) and \(R_2=0.30\), so that \(\rho=0.6786\) and \(T=0.5957\). Adding the separate two-terminal resistances would instead use \(1/T_1+1/T_2=2.6786\), where the pair has \(1/T=1.6786\).

### Three scatterers

With three scatterers the equivalence ends. Let the phases of the two gaps be fixed during each passage of the electron, and average the final transmission over both phases independently. The average over the second phase, at a fixed first phase, combines the first pair with scatterer 3 by the incoherent formula. With \(y=T_{12}(\theta)\) for the pair, the result is

\[
g(y)=\frac{y\,T_3}{1-(1-y)R_3}=\frac{y\,T_3}{T_3+yR_3}.
\]

Its derivatives are

\[
g'(y)=\frac{T_3^2}{(T_3+yR_3)^2},\qquad g''(y)=-\frac{2R_3T_3^2}{(T_3+yR_3)^3}.
\]

For \(R_3>0\) the second derivative is negative, and the curve lies below each of its tangents. Take the tangent at the mean value \(\bar y\):

\[
g(y)\le g(\bar y)+g'(\bar y)\,(y-\bar y).
\]

Averaging over the first phase removes the last term and leaves \(\overline{g(y)}\le g(\bar y)\), with strict inequality as soon as \(y\) varies. The right-hand side is the incoherent result for three scatterers, because \(\bar y\) is the incoherent transmission of the first pair.

A third scatterer with \(T_3=0.60\) shows the size of the effect. Adding probabilities gives 0.4264, and the phase average gives 0.4157, which is 2.5 % lower. The series law for many scatterers therefore requires that the phase be scrambled during the motion. An average over fixed but unknown distances is a different assumption.

### A copper line with two grain boundaries

The example places the two boundaries 20 nm apart, across a copper line 20 nm wide and 40 nm high at 350 K. The number of channels follows from a free-electron picture. Copper has four atoms in a cubic cell of edge roughly 0.36 nm, and each contributes one conduction electron, so the density is \(n=4/(0.36\ \text{nm})^3\). Filling a Fermi sphere of radius \(k_F\) with two spins gives

\[
n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}=13.64\ \text{nm}^{-1}.
\]

The Fermi velocity is \(v_F=\hbar k_F/m=1.58\times10^6\) m/s. A channel is a transverse wave pattern whose transverse wavevector is shorter than \(k_F\). For a cross-section \(A\) there are \(A/(2\pi)^2\) such patterns per unit area of the transverse wavevector plane, so

\[
N=\frac{A}{(2\pi)^2}\,\pi k_F^2=\frac{k_F^2A}{4\pi}\approx1.18\times10^4 .
\]

A direct count of the modes in a box with hard walls gives about 1 % fewer.

If every channel has the same \(T_1\) and \(T_2\) and the channels do not mix, their conductances add, and the resistance is that of one channel divided by \(N\). The contact part is \(12.906\ \text{kΩ}/(1.18\times10^4)=1.09\) Ω. The boundaries add \(1.09\times0.6786=0.74\) Ω, and the total is 1.83 Ω.

Which number to use depends on the question. If the piece of line is connected directly to two wide reservoirs, its resistance in this model is 1.83 Ω. If it is a section of a longer line with the same equal, unmixed channels and otherwise perfect metal, the two boundaries add 0.74 Ω to the resistance of that line, since the contact part is already counted at the far ends. In a long line whose metal also scatters, the channels that run along the line carry more of the current than the steeply inclined ones, and 0.74 Ω is only an estimate. With isotropic scattering and a mean free path of 34 nm, the pair adds about 0.81 Ω if all channels have the same transmissions, and about 0.51 Ω for the direction-dependent barriers treated below.

### How much interference is left

The boundaries are close together, and the incoherence that the law assumes needs support. Two effects weaken the interference even without any scrambling of the phase.

The first is the thermal spread of energies. The conductance weights each energy with \(-df/dE\), where \(f\) is the Fermi function. For an electron moving along the line with velocity \(v\), the round-trip phase changes with energy at the rate \(2L/\hbar v\), where \(L\) is the spacing. The average of \(\cos p\theta\) then requires the integral

\[
K(s)=\int_{-\infty}^{\infty}\frac{e^{isx}}{4\cosh^2(x/2)}\,dx,\qquad s=\frac{2pL\,w}{\hbar v},
\]

where \(w\) is Boltzmann's constant times the temperature and \(x\) is the energy from the Fermi level in units of \(w\). Substitute \(z=1/(1+e^{-x})\). Then \(dz=dx/[4\cosh^2(x/2)]\) and \(e^x=z/(1-z)\), so that

\[
K(s)=\int_0^1z^{is}(1-z)^{-is}\,dz=\Gamma(1+is)\,\Gamma(1-is)=\frac{\pi s}{\sinh\pi s}.
\]

The second step is the beta integral, with \(\Gamma(2)=1\) in its denominator, and the third is the reflection formula of the gamma function. With \(X=2\pi Lw/(\hbar v)\), the cosine of order \(p\) is reduced by the factor \(pX/\sinh(pX)\). The transmission can therefore exceed its incoherent value by at most the fraction

\[
2\sum_{p=1}^\infty q^p\,\frac{pX}{\sinh(pX)},
\]

reached when the phase at the Fermi level is a multiple of \(2\pi\). For a channel with \(v=v_F\), this is 9.4 % at 350 K. A direct average of \(T(\theta)\) over energy, scanned over the phase at the Fermi level, agrees with this series within 0.001 in the fraction. Heat alone does not make this channel fully incoherent at this spacing. In channels with smaller \(v\), \(X\) is larger and the interference is weaker.

The second effect is the spread of phases over the channels. Let \(\mu\) be the cosine of the angle between the wavevector and the line. The axial wavevector is \(k_F\mu\), and the round trip contributes the phase \(2k_FL\mu\). The squared transverse wavevector is \(k_F^2(1-\mu^2)\). Since the channels are spread evenly over the transverse plane, they are spread evenly in \(\mu^2\), with weight \(2\mu\,d\mu\). With \(K_0=2k_FL\) and a constant reflection phase \(\delta\), integration by parts gives

\[
\int_0^1 2\mu\cos(K_0\mu+\delta)\,d\mu=\frac{2\sin(K_0+\delta)}{K_0}+\frac{2[\cos(K_0+\delta)-\cos\delta]}{K_0^2}.
\]

The leading term is no larger than \(2/K_0=1/(k_FL)\), which is \(1/273\) here. The first harmonic, with its factor \(2q=0.49\), is thus reduced to at most about 0.2 % of \(T\). The computed deviation of the channel average from the incoherent value is 0.18 % at this spacing, without thermal smearing. Its exact size depends on the phase \(K_0+\delta\), which the rough lattice constant does not fix. The integral also treats the transverse wavevectors as continuous. The discrete hard-wall modes of this line give a deviation about twice as large at these parameters, and up to about 0.8 % when the lattice constant is varied between 0.355 and 0.365 nm, so the figure of 0.2 % is an order of magnitude and not a bound. The thermal spread at 350 K reduces the deviation of the line to a few hundredths of a per cent. For the line as a whole the incoherent formula is therefore good for a pair of boundaries, even if each channel is coherent. This relies on the many channels, and the result for three scatterers warns against extending it to a long row of boundaries.

### Channels that differ

A real boundary does not transmit all channels equally. A thin barrier of strength \(W\), modelled as a delta function, shows the trend. The wave is continuous there, so \(1+r=t\), and its slope jumps by \((2mW/\hbar^2)t\). With \(\beta=mW/(\hbar^2k_x)\), where \(k_x\) is the axial wavevector, the slope condition is

\[
ik_xt-ik_x(1-r)=2\beta k_xt .
\]

Inserting \(r=t-1\) gives \(2i(t-1)=2\beta t\), hence \(t=1/(1+i\beta)\) and \(T=1/(1+\beta^2)\). So \(\rho=\beta^2=s/\mu^2\), where \(s\) now denotes \((mW/\hbar^2k_F)^2\). Steeply inclined channels, with small \(\mu\), are transmitted poorly.

With \(u=\mu^2\) evenly distributed, the mean transmission of a barrier is

\[
\bar T(s)=\int_0^1\frac{u}{u+s}\,du=1-s\ln\!\left(1+\frac1s\right).
\]

Choose \(s_1\) and \(s_2\) so that the means are 0.80 and 0.70. If the channels do not mix, the law holds in each one, the strengths add, and the pair has \(\bar T(s_1+s_2)=0.6227\). This is 4.5 % above the 0.5957 found from the means. The law is valid channel by channel, but the channel averages do not obey it. If instead the electrons are redistributed evenly over all channels of their direction of motion in each crossing of the gap, every arrival at a boundary sees the mean transmission. The path sum of the first half then applies to the means, and 0.5957 is recovered.

### Scattering between the boundaries

The model has treated the metal between the boundaries as perfect. To include its scattering, let a slice of thickness \(dx\) reverse an electron with the small probability \(dx/\lambda\). To first order its \(\rho\) is also \(dx/\lambda\), and addition over the slices gives

\[
\rho_{\text{metal}}=\frac L\lambda .
\]

The length \(\lambda\) is fixed by requiring that a long line have the Drude conductivity \(\sigma=ne^2\ell/(mv_F)\), where \(\ell\) is the mean free path. Inserting \(n=k_F^3/3\pi^2\) and \(mv_F=\hbar k_F\), and comparing with \(N\) channels of resistance \((h/2e^2)L/\lambda\), we have

\[
\sigma=\frac{e^2k_F^2\,\ell}{3\pi^2\hbar}\quad\text{and}\quad
\sigma=\frac{2e^2}{h}\,\frac{k_F^2}{4\pi}\,\lambda=\frac{e^2k_F^2\,\lambda}{4\pi^2\hbar},
\]

so \(\lambda=4\ell/3\). For copper at 300 K, \(\ell\) is roughly 40 nm, limited by phonons. Taken as inversely proportional to temperature, it is 34.3 nm at 350 K. Then \(\lambda=45.7\) nm and \(\rho_{\text{metal}}=20/45.7=0.44\). This is an estimate, because \(\lambda\) was fixed by a long line, while the segment is shorter than one mean free path and the directions of motion in it are not yet distributed as they are in a long line. With isotropic scattering among the channels the segment alone has \(\rho\approx0.49\), and about 1.17 together with the two boundaries.

As a test of the additive law in a single channel, 200 thin slices were placed between the two boundaries and the probability was followed from collision to collision. The result was \(\rho=1.117\), against \(0.6786+0.4375=1.1161\) from addition. The small difference comes from the finite reflection of each slice.

The side walls add more. Suppose that an electron leaves a wall in a random direction, without memory of its drift. Along its path the excess occupation \(\eta\) produced by the field grows with distance \(l\) as \(d\eta/dl=C\mu-\eta/\ell\), where \(C\) is proportional to the field, and starts from zero at the wall. Hence \(\eta=C\mu\ell\,(1-e^{-l/\ell})\). Its contribution to the current has a further factor \(\mu\). Without walls the average of \(\mu^2\) over directions is \(1/3\), so the conductivity is reduced by the factor

\[
F=\left\langle3\mu^2\left(1-e^{-d/\ell}\right)\right\rangle,
\]

where \(d\) is the distance back to the wall, and the average runs over positions in the cross-section and over directions. For this line \(F\approx0.45\), and the contribution of the metal rises from 0.44 to \(0.4375/0.45\approx0.97\). The last digit is uncertain: the converged value \(F=0.454\) gives 0.96. The total becomes \(1.09\times(1+0.68+0.97)\approx2.9\) Ω. The factor \(F\) belongs to a long line, while this segment is as short as the line is wide, so the figure shows a size and no more.

### The model beside a real line

A width of 20 nm, grains of similar size and reflection probabilities of a few tenths are rough values for narrow copper interconnects. The assumption that such lines break most severely, among those sized here, is that of perfect metal between the boundaries. Appending phonons and fully diffuse walls raises the resistance from 1.83 Ω to about 2.9 Ω, or by more than half of the smaller value. Walls that reflect like mirrors preserve the motion along the line, so that \(F=1\) and the metal term returns to 0.44. Unequal channels change the transmission of the pair between reservoirs by 4.5 % in the delta-barrier model, which is 11 % of its \(\rho\), and they lower the resistance that the pair adds to a long scattering line by about 30 %. Interference changes the line average by less than one per cent.

Adding the two-terminal resistances of the boundaries would give \(1.09\times2.68\approx2.9\) Ω, close to the corrected total. The agreement is accidental. The surplus in that sum is a second contact resistance, which does not depend on the spacing, whereas the scattering it seems to replace grows with \(L\). The sound procedure is to convert each source of scattering to its \(\rho_i\), add these, and add the contact term once. Its conditions are a phase scrambled between the scatterers, no loss of electrons, transmissions that vary little over the thermal range of energies, and channels that are either alike for every source of scattering or evenly redistributed in each gap. Scattering in a real metal meets neither form of the last condition exactly, because it leaves more of the current in the channels that run along the line. For a real line the sum is therefore an estimate, and the amount that a boundary adds depends on how its transmission varies with direction. The numerical output gives the values used here.

## Computed values

```
R1: 0.20
R2: 0.30
T1: 0.80
T2: 0.70
R1*R2: 0.0600
T, no round trip: 0.56000
T, up to 1 round trip: 0.59360
T, up to 2 round trips: 0.59562
T, all paths: 0.59574
R, all paths: 0.40426
rho1: 0.2500
rho2: 0.4286
rho of pair: 0.6786
1/T1: 1.2500
1/T2: 1.4286
1/T1 + 1/T2: 2.6786
1/T of pair: 1.6786
h/2e^2: 12.906 kohm
One channel, boundary 1 alone: 16.13 kohm
One channel, boundary 2 alone: 18.44 kohm
One channel, pair: 21.66 kohm
Coherent T, lowest: 0.361
Coherent T, highest: 0.982
Third scatterer T3: 0.60
Three, probabilities added: T: 0.4264
Three, phase-averaged: T: 0.4157
Line width: 20 nm
Line height: 40 nm
Boundary spacing L: 20 nm
Temperature: 350 K
Lattice constant, rough: 0.36 nm
Fermi wavenumber: 13.64 1/nm
Fermi velocity: 1.58 10^6 m/s
Channels, area formula: 11847
Channels, hard-wall count: 11721
Line contact resistance: 1.089 ohm
Line, two boundaries added: 0.739 ohm
Line, total: 1.829 ohm
Interference left, one channel: 9.4 %
Interference left, line: 0.18 %
T with unmixed unequal modes: 0.6227
Its excess over T: 4.5 %
Mean free path at 300 K, rough: 40 nm
Mean free path in use: 34.3 nm
Backscattering length: 45.7 nm
rho of phonons over L: 0.44
rho, boundaries + phonons, sliced: 1.117
Wall factor of conductivity: 0.45
rho of phonons + diffuse walls: 0.97
Line total with these appended: 2.89 ohm
```
